# Operation and Storage Counts of Closed-Shell CCSD, with Benzene in cc-pVTZ

## Question

One iteration of closed-shell CCSD contains a particle ladder, whose cost grows as $o^2v^4$, and ring terms, whose cost grows as $o^3v^3$. Here $o$ and $v$ are the numbers of correlated occupied and of virtual spatial orbitals. What are the prefactors, at which ratio $v/o$ does the ladder become the more expensive part, and how much arithmetic and memory does benzene need in the cc-pVTZ basis?

## Answer

### What is counted

The exponents do not fix the crossover. It depends on the prefactors, and these depend on how the equations are factorized and on which symmetries are used. The count below therefore belongs to one stated set of working equations. It is not claimed to be the smallest possible.

One operation is a multiplication of two tensor elements together with the addition that accumulates it. Scaling by a number and plain additions of arrays are not counted. A contraction of two tensors then costs the product of the ranges of all its distinct indices, summed or free.

Orbitals are real, $i,j,k,l$ are occupied, $a,b,c,d$ virtual, and $p,q,r,s$ arbitrary. Integrals $(pq|rs)$ are in charge-density order. The amplitudes obey $t_{ij}^{ab}=t_{ji}^{ba}$, and

$$u_{ij}^{ab}=2t_{ij}^{ab}-t_{ij}^{ba},\qquad \tau_{ij}^{ab}=t_{ij}^{ab}+t_i^at_j^b .$$

### Absorbing the singles

The singles operator is $T_1=\sum_{ia}t_i^a\sum_\sigma a^\dagger_{a\sigma}a_{i\sigma}$. Its commutators with elementary operators stop after one step:

$$e^{-T_1}a_i^\dagger e^{T_1}=a_i^\dagger-\sum_a t_i^a a_a^\dagger,\qquad e^{-T_1}a_a e^{T_1}=a_a+\sum_i t_i^a a_i ,$$

while $a_a^\dagger$ and $a_i$ are unchanged. Collecting the coefficients of each operator in $e^{-T_1}He^{T_1}$ gives a Hamiltonian of the old form with dressed integrals, marked by a tilde. A virtual creation index is replaced by $a\to a-\sum_kt_k^a\,k$, and an occupied annihilation index by $i\to i+\sum_ct_i^c\,c$. In $(pq|rs)$ the first and third indices belong to creation operators, the second and fourth to annihilation operators.

The starting point for the count is the spin-summed doubles residual in these integrals, which must vanish at the solution:

$$\Omega_{ab,ij}=\widetilde{(ai|bj)}+\sum_{cd}t_{ij}^{cd}\widetilde{(ac|bd)}+\sum_{kl}t_{kl}^{ab}\Big[\widetilde{(ki|lj)}+\sum_{cd}t_{ij}^{cd}(kc|ld)\Big]+R_{ab,ij}+R_{ba,ji}.$$

$R$ holds the rings and the one-index terms given below. The spin summation is not derived here. The complete equations are checked through their energies: they reproduce an independent CCSD program for water in 6-31G, and full CI for H$_2$ in cc-pVDZ, where singles and doubles exhaust the two-electron problem.

### Ladders

Dressing $(ac|bd)$ explicitly can be avoided. Dress only the annihilation indices first and define, for any $p,r$,

$$W_{pr,ij}=(pi|rj)+\sum_ct_i^c(pc|rj)+\sum_dt_j^d(pi|rd)+\sum_{cd}\tau_{ij}^{cd}(pc|rd).$$

The product $t_i^ct_j^d$ from dressing $i$ and $j$ has joined $t_{ij}^{cd}$ to form $\tau_{ij}^{cd}$. The square bracket in $\Omega$ is $W_{kl,ij}$, because occupied creation indices are not dressed. Dressing the creation indices $a$ and $b$ of the first two terms of $\Omega$ gives

$$W_{ab,ij}-\sum_kt_k^aW_{kb,ij}-\sum_kt_k^bW_{ak,ij}+\sum_{kl}t_k^at_l^bW_{kl,ij}.$$

The last term joins $\sum_{kl}t_{kl}^{ab}W_{kl,ij}$, so the ladder part of the residual is

$$W_{ab,ij}-\sum_kt_k^aW_{kb,ij}-\sum_kt_k^bW_{ak,ij}+\sum_{kl}\tau_{kl}^{ab}W_{kl,ij}.$$

The sixth-order costs can be read off:

- $\sum_{cd}(ac|bd)\tau_{ij}^{cd}$, the particle ladder: $o^2v^4$.
- $\sum_{cd}(kc|bd)\tau_{ij}^{cd}$, the singles correction of the ladder: $o^3v^3$. The block $W_{ak,ij}=W_{ka,ji}$ is the same array and costs nothing more.
- $\sum_{cd}(kc|ld)\tau_{ij}^{cd}$ and $\sum_{kl}\tau_{kl}^{ab}W_{kl,ij}$, the hole ladder: $2o^4v^2$.

### Rings

The dressed integrals needed here are

$$\begin{aligned}
S_{kilc}&=(ki|lc)+\sum_dt_i^d(kd|lc),\\
J_{kiac}&=(ki|ac)+\sum_dt_i^d(kd|ac)-\sum_lt_l^aS_{kilc},\\
K_{aikc}&=(ai|kc)+\sum_dt_i^d(ad|kc)-\sum_lt_l^aS_{likc}.
\end{aligned}$$

With $L_{ldkc}=2(ld|kc)-(lc|kd)$, the rings are built in two stages:

$$\begin{aligned}
Y_{kiac}&=J_{kiac}-\tfrac12\sum_{ld}t_{li}^{ad}(kd|lc), & Z_{ab,ij}&=\sum_{kc}t_{kj}^{bc}Y_{kiac},\\
M_{aikc}&=2K_{aikc}-J_{kiac}+\tfrac12\sum_{ld}u_{il}^{ad}L_{ldkc}, & D_{ab,ij}&=\sum_{kc}u_{jk}^{bc}M_{aikc}.
\end{aligned}$$

They enter as

$$R_{ab,ij}=\tfrac12D_{ab,ij}-\tfrac12Z_{ab,ij}-Z_{ab,ji}+E_{ab,ij},$$

where $E$ collects the one-index terms. Each of the four sums runs over three occupied and three virtual indices in all, so the rings cost $4o^3v^3$. The two appearances of $Z$ differ by a permutation of $i$ and $j$ and need one contraction.

The intermediates matter. A term quadratic in the doubles, evaluated as a single sum over $k,l,c,d$ for every $a,b,i,j$, would cost $o^4v^4$. Summing over $l,d$ first and over $k,c$ afterwards replaces this by two steps of $o^3v^3$.

### Everything else

The Fock matrix $f$ contains the sum $\sum_k[2(pq|kk)-(pk|kq)]$. Dressing its annihilation index $k$ gives

$$V_{pq}=f_{pq}+\sum_{kc}t_k^c\,[2(pq|kc)-(pc|kq)].$$

Dressing the outer indices gives $\tilde F_{kc}=V_{kc}$ and

$$\begin{aligned}
\tilde F_{kj}&=V_{kj}+\sum_ct_j^cV_{kc},\qquad \tilde F_{bc}=V_{bc}-\sum_kt_k^bV_{kc},\\
\tilde F_{ai}&=V_{ai}+\sum_ct_i^cV_{ac}-\sum_kt_k^a\tilde F_{ki}.
\end{aligned}$$

With $G_{bc}=\sum_{kld}u_{kl}^{bd}(ld|kc)$ and $G_{kj}=\sum_{lcd}u_{lj}^{cd}(kd|lc)$, the one-index terms and the singles residual are

$$\begin{aligned}
E_{ab,ij}&=\sum_ct_{ij}^{ac}(\tilde F_{bc}-G_{bc})-\sum_kt_{ik}^{ab}(\tilde F_{kj}+G_{kj}),\\
\Omega_{ai}&=\tilde F_{ai}+\sum_{kc}u_{ik}^{ac}\tilde F_{kc}+\sum_{kcd}u_{ki}^{cd}(ad|kc)-\sum_lt_l^aG_{li}-\sum_{klc}u_{kl}^{ac}S_{kilc}.
\end{aligned}$$

The remaining contractions are now listed by cost.

- $o^2v^3$, six times: the singles term in $W_{ab,ij}$, whose partner follows by permutation; the terms with three virtual integral indices in $J$ and $K$; $G_{bc}$; the first sum in $E$; the sum with $(ad|kc)$ in $\Omega_{ai}$.
- $o^3v^2$, nine times: two singles terms in $W_{kb,ij}$; $\sum_kt_k^aW_{kb,ij}$; $S$; the sums of $S$ with $t_l^a$ in $J$ and in $K$; $G_{kj}$; the second sum in $E$; the last sum in $\Omega_{ai}$.
- $o^4v$, once: the singles term in $W_{kl,ij}$.
- $V_{pq}$ for all $p,q$: $(o+v)^2ov=o^3v+2o^2v^2+ov^3$.
- $o^2v^2$, twice: the product in $\tau$, and $\sum u_{ik}^{ac}\tilde F_{kc}$.
- $o^2v$, three times: in $\tilde F_{kj}$, in $\tilde F_{ai}$, and with $G_{li}$.
- $ov^2$, twice: in $\tilde F_{bc}$ and in $\tilde F_{ai}$.

The sum is

$$N_{\rm low}=6o^2v^3+9o^3v^2+o^4v+ov^3+4o^2v^2+o^3v+3o^2v+2ov^2,$$

and one full residual costs

$$N=o^2v^4+4o^3v^3+o^3v^3+2o^4v^2+N_{\rm low}.$$

This was tested by running the residual code on number objects that register every product. The executed counts agree with the polynomials, category by category, for fourteen pairs $(o,v)$.

### The ladder at a quarter of the price

The plain ladder ignores permutational symmetry. Let $w_{ab,ij}=\sum_{cd}(ac|bd)\tau_{ij}^{cd}$ and split it into

$$s^\pm_{ab,ij}=\tfrac12(w_{ab,ij}\pm w_{ba,ij})=\tfrac12\sum_{cd}V^\pm_{ab,cd}\,\tau_{ij}^{cd},\qquad V^\pm_{ab,cd}=(ac|bd)\pm(ad|bc).$$

The second integral arises as $(bc|ad)$, which equals $(ad|bc)$. Exchanging $c$ and $d$ multiplies $V^\pm$ by $\pm1$. Averaging the sum with its copy in which $c$ and $d$ are renamed therefore gives

$$s^\pm_{ab,ij}=\tfrac14\sum_{cd}V^\pm_{ab,cd}\,\tau^\pm_{ij,cd},\qquad \tau^\pm_{ij,cd}=\tau_{ij}^{cd}\pm\tau_{ij}^{dc}.$$

The summand is now symmetric in $c,d$ for both signs. The sum may be restricted to $c\ge d$ with prefactor $\tfrac12$, provided the terms $c=d$ get an extra weight $\tfrac12$. Moreover, $\tau_{ij}^{cd}=\tau_{ji}^{dc}$ implies $\tau^\pm_{ji,cd}=\pm\tau^\pm_{ij,cd}$, so $s^\pm$ also changes by $\pm1$ when $i,j$ are exchanged, as it does for $a,b$. Only $a\ge b$ and $i\ge j$ have to be computed. Afterwards $w_{ab,ij}=s^++s^-$ and $w_{ba,ij}=s^+-s^-$.

For the minus sign all elements with equal indices in a pair vanish. The two parts together cost

$$\begin{aligned}
N_{\rm packed}&=\frac{o(o+1)}2\Big[\frac{v(v+1)}2\Big]^2+\frac{o(o-1)}2\Big[\frac{v(v-1)}2\Big]^2\\
&=\frac{ov^2}8\big[(o+1)(v+1)^2+(o-1)(v-1)^2\big]\\
&=\frac{ov^2}8\big[2o(v^2+1)+4v\big]=\frac{o^2v^4}4+\frac{ov^3}2+\frac{o^2v^2}4 .
\end{aligned}$$

At leading order each part costs one eighth of the plain ladder. The price is the formation of $V^\pm$: about $v^4/2$ additions if every element of the two pair matrices is formed, which is a fraction $2/o^2$ of the packed multiplications. For $o=15$ this is about 1 %. For very few occupied orbitals the additions are no longer negligible.

### Where the ladder overtakes the rings

For the plain ladder, $o^2v^4=4o^3v^3$ gives

$$\frac vo=4 .$$

For the packed ladder, set $N_{\rm packed}=4o^3v^3$ and multiply by $4/(o^2v^2)$:

$$v^2+\frac{2v}o+1=16\,ov\quad\Longrightarrow\quad v^2-2bv+1=0,\qquad b=8o-\frac1o .$$

The two roots have product 1, so one lies below a single virtual orbital and is irrelevant. The other is

$$v=b+\sqrt{b^2-1},\qquad \frac vo\to16\quad\text{for large }o .$$

The approach to the limit is fast: $v/o=15.991$ for $o=15$. Executed counts bracket both results. For $o=2$ the plain ladder and the rings each take 16384 products at $v=8$, and their order is opposite at $v=7$ and $v=9$. For $o=1$ the packed ladder is cheaper than the rings at $v=13$ and dearer at $v=14$, in line with the root $7+\sqrt{48}\approx13.9$.

If the singles correction of the ladder is grouped with the rings, all $o^3v^3$ work is $5o^3v^3$, and the leading ratios become 5 and 20. The singles correction can itself be split into $\pm$ parts over $i,j$ and $c,d$, which halves it at leading order and turns 20 into 18. A statement about the crossover thus has to specify how the ladder is evaluated, how the rings are factorized, and which terms are counted with them.

### Benzene in cc-pVTZ: operations

With spherical harmonic functions the basis has 264 functions (300 with Cartesian ones). At C–C 1.39 Å and C–H 1.09 Å the smallest eigenvalue of the overlap matrix is $3.7\times10^{-5}$, rising to $3.9\times10^{-5}$ at 1.40 and 1.10 Å, so no function has to be discarded for linear dependence. The 42 electrons fill 21 orbitals, which leaves $v=264-21=243$. Freezing one core orbital per carbon atom leaves $o=21-6=15$ and

$$\frac vo=\frac{243}{15}=16.2 .$$

The frozen orbitals act through the Fock matrix and do not change the form of the equations. The leading terms are

$$\begin{aligned}
o^2v^4&=15^2\times243^4=7.85\times10^{11},\\
N_{\rm packed}&=1.96\times10^{11},\\
4o^3v^3&=4\times15^3\times243^3=1.94\times10^{11}.
\end{aligned}$$

The plain ladder costs 4.05 times as much as the rings. The packed ladder costs 1.01 times as much, because benzene in this basis lies almost on the packed crossover, which for $o=15$ is at $v=239.9$. The rest is smaller: $4.8\times10^{10}$ for the singles correction, $0.6\times10^{10}$ for the hole ladder and $2.1\times10^{10}$ for the lower-order terms. The total with the packed ladder is

$$N\approx4.66\times10^{11}\ \text{multiply-adds per iteration},$$

of which the packed ladder takes 42 %, the rings 42 %, the singles correction 10 %, the hole ladder 1 % and the lower orders 5 %. With the plain ladder the total is $1.05\times10^{12}$. Packing reduces the ladder fourfold but the whole iteration by a factor of only 2.3, since the other terms are left unpacked in this count. The same $\pm$ split would also halve the singles correction and quarter the hole ladder at leading order, lowering the total to about $4.4\times10^{11}$.

The lower orders are not quite negligible because $o$ is small. Their largest term, $6o^2v^3$, is a fraction $6/(4o)=0.1$ of the rings. The hole ladder is a fraction $o/(2v)=0.03$ of them.

At an assumed sustained speed of $50\times10^9$ floating-point operations per second, with two such operations per multiply-add, an iteration takes

$$\frac{2\times4.66\times10^{11}}{50\times10^9\ \mathrm{s^{-1}}}\approx19\ \mathrm s,$$

against 42 s with the plain ladder. This is an arithmetic estimate. Moving and reordering data adds to it, and different contractions may run at different speeds, so a difference of 1 % between two operation counts does not decide which part takes longer on a given machine.

Correlating all electrons raises $o$ to 21 and lowers $v/o$ to 11.6. The packed ladder then costs 0.72 of the rings, and the total rises to $1.12\times10^{12}$, a factor of 2.4. Freezing the core thus saves more than half the work and also shifts the balance towards the ladder.

### Benzene in cc-pVTZ: storage

For real orbitals an integral is unchanged when the indices within either pair are exchanged, or when the two pairs are exchanged. The numbers of distinct pairs are

$$P_{oo}=\frac{o(o+1)}2,\qquad P_{ov}=ov,\qquad P_{vv}=\frac{v(v+1)}2 .$$

A class with two different pair types holds $P_xP_y$ integrals, and a class with equal types holds $P_x(P_x+1)/2$. Enumeration of all distinct integrals in two small cases confirms this. For the largest class,

$$P_{vv}=\frac{243\times244}2=29646,\qquad \frac{P_{vv}(P_{vv}+1)}2=4.39\times10^8 .$$

At 8 bytes per number, with 1 GB $=10^9$ bytes, the frozen-core storage is:

| Quantity | Leading size | GB |
|---|---:|---:|
| $(vv\vert vv)$ | $v^4/8$ | 3.52 |
| $(ov\vert vv)$ | $ov^3/2$ | 0.86 |
| $(ov\vert ov)$ | $o^2v^2/2$ | 0.053 |
| $(oo\vert vv)$ | $o^2v^2/4$ | 0.028 |
| $(oo\vert ov)$ | $o^3v/2$ | 0.0035 |
| one full doubles array | $o^2v^2$ | 0.106 |

All distinct integrals together take 4.5 GB. The four-virtual class accounts for most of this, and without symmetry it alone would take 27.9 GB. The amplitudes are small by comparison. Intermediates such as $J$, $K$, $Y$ and $M$, and each stored doubles vector of a convergence accelerator, add about 0.1 GB apiece.

The matrices $V^\pm$ need not be stored whole. As full square matrices over the pairs $ab$ and $cd$ they have together about $v^4/2$ elements, or about 14 GB. For real orbitals $V^\pm_{ab,cd}=V^\pm_{cd,ab}$, so the distinct elements number about $v^4/4$, twice the packed integrals, or about 7 GB. They can be formed for a batch of pairs $ab$, used and discarded, so that the 3.5 GB of packed integrals remain the largest single item.

### How the estimate scales

Enlarging the molecule at a fixed basis quality and similar composition multiplies $o$ and $v$ by roughly the same factor. Composition matters: frozen-core $v/o$ in cc-pVTZ is 15.8 for naphthalene and 18.5 for hexane, but 9.5 for hexafluorobenzene. All sixth-order terms then grow together: at leading order, doubling the molecule costs $2^6=64$ times the arithmetic and $2^4=16$ times the storage. The balance between ladder and rings hardly changes, because at large $o$ it depends on $v/o$ alone.

Enlarging the basis at fixed $o$ does change it. To leading order,

$$\frac{\text{packed ladder}}{\text{rings}}\approx\frac{v}{16\,o}.$$

For frozen-core benzene $v/o$ is 6.2 in cc-pVDZ, 16.2 in cc-pVTZ and 32.6 in cc-pVQZ, so this ratio is about 0.4, 1.0 and 2.0. From cc-pVTZ to cc-pVQZ, $v$ grows from 243 to 489 if no function is discarded; the smallest overlap eigenvalue in cc-pVQZ is about $5\times10^{-6}$. The rings become $(489/243)^3\approx8$ times as expensive, while the ladder and the storage of its integrals grow by $(489/243)^4\approx16$.

These numbers apply to conventional CCSD with stored integrals and no use of point-group symmetry. Benzene has such symmetry, and exploiting it would lower both the operations and the storage. Approximating the integrals by density fitting would alter the storage and require a new count. The Hartree–Fock calculation and the transformation of the integrals to molecular orbitals come before the iterations and are not included. The numerical check contains the executed counts and the full breakdown for both choices of core.

## Computed results

```
water 6-31G CCSD correlation energy, this code: -0.13580097 hartree
same, independent program: -0.13580097 hartree
H2 cc-pVDZ correlation energy, this code: -0.03467440 hartree
same, full CI: -0.03467440 hartree
packed minus full ladder, largest error: 1.4e-16 hartree
executed products o,v=(2, 7): plain ladder 9604, rings 10976
executed products o,v=(2, 8): plain ladder 16384, rings 16384
executed products o,v=(2, 9): plain ladder 26244, rings 23328
executed products o,v=(1, 13): packed ladder 8281, rings 8788
executed products o,v=(1, 14): packed ladder 11025, rings 10976
benzene cc-pVTZ: 264 functions, 21 occupied, 6 core, 243 virtual
smallest overlap eigenvalue: 3.68e-05
cc-pvdz: functions 114, v 93, frozen-core v/o 6.20
cc-pvtz: functions 264, v 243, frozen-core v/o 16.20
cc-pvqz: functions 510, v 489, frozen-core v/o 32.60
--- frozen core: o = 15, v = 243, v/o = 16.20
packed crossover at v = 239.86, v/o = 15.991
plain ladder: 7.845e+11 multiply-adds
packed ladder: 1.962e+11 multiply-adds, 42.1 %
rings: 1.937e+11 multiply-adds, 41.6 %
singles ladder: 4.843e+10 multiply-adds, 10.4 %
hole ladder: 5.979e+09 multiply-adds, 1.3 %
lower order: 2.145e+10 multiply-adds, 4.6 %
ladder/rings: plain 4.050, packed 1.013
packed ladder/(rings + singles ladder): 0.810
total: plain 1.054e+12, packed 4.658e+11 multiply-adds
time per iteration at 50 GFLOP/s: plain 42.2 s, packed 18.6 s
--- all electron: o = 21, v = 243, v/o = 11.57
packed crossover at v = 335.90, v/o = 15.995
plain ladder: 1.538e+12 multiply-adds
packed ladder: 3.846e+11 multiply-adds, 34.5 %
rings: 5.315e+11 multiply-adds, 47.7 %
singles ladder: 1.329e+11 multiply-adds, 11.9 %
hole ladder: 2.297e+10 multiply-adds, 2.1 %
lower order: 4.335e+10 multiply-adds, 3.9 %
ladder/rings: plain 2.893, packed 0.724
packed ladder/(rings + singles ladder): 0.579
total: plain 2.268e+12, packed 1.115e+12 multiply-adds
time per iteration at 50 GFLOP/s: plain 90.7 s, packed 44.6 s
--- frozen-core storage, 8 bytes per number, 1 GB = 1e9 bytes
(oo|oo): 7.260e+03 numbers, 0.0001 GB
(oo|ov): 4.374e+05 numbers, 0.0035 GB
(oo|vv): 3.558e+06 numbers, 0.0285 GB
(ov|ov): 6.645e+06 numbers, 0.0532 GB
(ov|vv): 1.081e+08 numbers, 0.8645 GB
(vv|vv): 4.395e+08 numbers, 3.5157 GB
all distinct integrals: 4.465 GB
(vv|vv) without symmetry: 27.89 GB
one full doubles array: 1.329e+07 numbers, 0.1063 GB
```
